\section*{Pi Bonding and Cis or Trans Nitrogens in d0 Oxynitride Octahedra, part 1}

(Sections cited here and not found follow in the second part.)

\section{From orbital geometry to the fourth-order splitting}

Q: I am told that metal-nitrogen pi bonding makes two nitrogens in an MO$_4$N$_2$ octahedron sit next to each other rather than opposite. Before I believe or doubt it, what exactly is being compared?

A: Two arrangements of the same atoms. The metal M is at the origin, and six ligands sit at distance $d$ along $\pm x$, $\pm y$ and $\pm z$. In the trans arrangement the nitrogens are at $+z$ and $-z$; in the cis arrangement they are at $+x$ and $+y$. Bond lengths and right angles are held fixed and equal in both.

The electronic model is as follows. The metal $d$ level has energy zero and is nominally empty, which is the meaning of $d^0$. The $p$ levels of ligand $L$, with $L=\mathrm N$ or $\mathrm O$, lie at $-D_L$ and are full. Nitrogen holds its $p$ electrons less tightly than oxygen, so I take $0<D_{\mathrm N}<D_{\mathrm O}$. A $p$ orbital perpendicular to its bond is coupled to the metal by a pi hopping of magnitude $t_L$. Orbitals on different atoms are orthogonal, electrons are independent, and ligands have no direct hopping among themselves. Sigma bonding is left out for now. The algebra is in atomic units; until charges appear, it contains nothing but energies.

Q: Each ligand has two pi orbitals and the metal has five $d$ orbitals. That looks like a large matrix.

A: Symmetry breaks it up. Take the ligand at $+x$. Its pi orbitals are $p_y$ and $p_z$. The orbital $p_y$ is odd under $y\to-y$ and even under $z\to-z$. Of the five $d$ orbitals only $d_{xy}$ has that pair of parities: $d_{yz}$ is odd under both reflections, $d_{zx}$ is odd under the second alone, and $d_{z^2}$ and $d_{x^2-y^2}$ are even under both. So $p_y$ couples to $d_{xy}$, and by the same argument $p_z$ couples to $d_{zx}$.

Each ligand therefore meets the two $t_{2g}$ orbitals whose labels contain its axis. Read the other way, $d_{xy}$ meets one orbital on each of the four ligands along $\pm x$ and $\pm y$, and similarly for the other two. No ligand orbital is used twice, since $3\times4=6\times2$. The problem splits into three separate blocks, each with one $d$ orbital and four ligand orbitals.

A block is characterized by the number $n$ of nitrogens among its four ligands:
\begin{equation}
\begin{array}{lccc}
 & d_{xy} & d_{yz} & d_{zx}\\
\text{cis} & 2 & 1 & 1\\
\text{trans} & 0 & 2 & 2
\end{array}
\end{equation}
Both rows add up to 4, because each of the two nitrogens enters two blocks.

Q: You still need the energies of all the filled levels in each block.

A: Only their sum, and one empty level gives it. Let $V_i=\pm t_i$ be the coupling of the $d$ orbital to ligand orbital $i$. For an eigenvalue $x$ with amplitudes $b_d$ and $b_i$,
\begin{align}
x\,b_d&=\sum_i V_i b_i, & (x+D_i)\,b_i&=V_i b_d .
\end{align}
If $x>0$, then $x+D_i>0$ and the second equation gives $b_i=V_ib_d/(x+D_i)$. Insertion in the first, and division by $b_d$, which cannot vanish here, gives
\begin{equation}
x_n=\frac{n\,t_{\mathrm N}^2}{x_n+D_{\mathrm N}}+\frac{(4-n)\,t_{\mathrm O}^2}{x_n+D_{\mathrm O}} .
\label{root}
\end{equation}
The signs of the hoppings have dropped out. For $x\ge0$ the left side rises from zero while the right side falls from a positive value, so there is one positive root. Zero is not a root. The other four eigenvalues are negative; these are the ligand-like levels, and they are full.

The sum of the five eigenvalues equals the trace of the block, $-\sum_iD_i$, whatever the hopping. The four filled levels therefore sum to $-\sum_iD_i-x_n$. With two electrons in each, and with the energy without hopping subtracted, the block contributes $-2x_n$:
\begin{equation}
E=-2\sum_{\text{blocks}}x_n .
\label{energy}
\end{equation}
The filled levels go down by as much as the empty level goes up.

Q: Then trans should win. It has two $d$ orbitals rich in nitrogen, each with two good partners. Cis has one.

A: But trans also has an orbital with no nitrogen at all. To leading order the account balances. For small hopping, drop $x_n$ from the denominators in (\ref{root}) and define
\begin{equation}
a_L=\frac{t_L^2}{D_L},\qquad x_n\simeq S_n=n\,a_{\mathrm N}+(4-n)\,a_{\mathrm O}.
\end{equation}
This is linear in $n$. The sum over blocks then depends on $\sum n=4$ alone, and
\begin{equation}
E^{(2)}=-2\,(4a_{\mathrm N}+8a_{\mathrm O})
\end{equation}
for both arrangements. In words, each ligand has two pi orbitals holding two electrons each, and each electron gains $a_L$. A ligand thus gains $4a_L$ wherever it sits. At this order ligands do not know about one another.

Q: Perhaps they never do, and the tie is complete.

A: Put the counts into (\ref{energy}) without approximating the roots:
\begin{align}
E_{\rm cis}-E_{\rm trans}&=-2(x_2+2x_1)+2(2x_2+x_0)\nonumber\\
&=2\,(x_0+x_2-2x_1).
\label{exact}
\end{align}
A tie would require $x_1$ to lie halfway between $x_0$ and $x_2$. To see whether it does, go one order further. With
\begin{equation}
\frac1{x+D}=\frac1D-\frac{x}{D^2}+\dots,\qquad c_L=\frac{t_L}{D_L},
\end{equation}
equation (\ref{root}) becomes
\begin{equation}
x_n=S_n-x_nR_n+\dots,\qquad R_n=n\,c_{\mathrm N}^2+(4-n)\,c_{\mathrm O}^2 .
\end{equation}
Replacing $x_n$ on the right by its leading value $S_n$ gives $x_n=S_n-S_nR_n$ up to terms of sixth order in the hopping. The product is of fourth order; a third-order term does not occur, since (\ref{root}) contains squares of hoppings alone.

Now write $S_n=4a_{\mathrm O}+n\alpha$ and $R_n=4c_{\mathrm O}^2+n\gamma$, with $\alpha=a_{\mathrm N}-a_{\mathrm O}$ and $\gamma=c_{\mathrm N}^2-c_{\mathrm O}^2$. Then
\begin{equation}
S_nR_n=16a_{\mathrm O}c_{\mathrm O}^2+4n\,(a_{\mathrm O}\gamma+c_{\mathrm O}^2\alpha)+n^2\alpha\gamma .
\end{equation}
The constant and the linear term sum to the same value in both arrangements. The quadratic term does not: $\sum n^2$ is $4+1+1=6$ for cis and $0+4+4=8$ for trans. The fourth-order energy is $+2\sum S_nR_n$, so the splitting is $2\alpha\gamma(6-8)$, or
\begin{equation}
W_4=-4\,(a_{\mathrm N}-a_{\mathrm O})\,(c_{\mathrm N}^2-c_{\mathrm O}^2).
\label{w4}
\end{equation}
A negative value means that cis is lower.

Q: The algebra is short, but what do the nitrogens do to each other?

A: They compete for the same empty orbital. When one ligand pushes the $d$ level up, the gap to every other ligand in that block grows, and the others gain less. To count this, expand the product $S_nR_n$ ligand by ligand. Two ligands $L$ and $L'$ that share a $d$ orbital pay
\begin{equation}
w_{LL'}=2\,(a_Lc_{L'}^2+a_{L'}c_L^2)
\end{equation}
for doing so. Trans nitrogens share two $d$ orbitals; cis nitrogens share one.

That is not yet the whole account, because the oxygens compete as well. A block with $n$ nitrogens contains $n(4-n)$ mixed pairs, which gives 8 in trans and $4+3+3=10$ in cis. Pairs of oxygens number $1+1+6=8$ in trans and $1+3+3=7$ in cis. Going from trans to cis removes one NN and one OO sharing and creates two NO sharings:
\begin{align}
W_4&=-w_{\rm NN}-w_{\rm OO}+2w_{\rm NO}\nonumber\\
&=-4a_{\mathrm N}c_{\mathrm N}^2-4a_{\mathrm O}c_{\mathrm O}^2
+4a_{\mathrm N}c_{\mathrm O}^2+4a_{\mathrm O}c_{\mathrm N}^2 ,
\end{align}
which factorizes into (\ref{w4}). What counts is whether unlike ligands share more cheaply than like ones.

Q: Then the sign is not guaranteed. You have a product of two brackets.

A: Correct, and the statement you were told needs that condition. The first bracket is positive if $t_{\mathrm N}/t_{\mathrm O}>\sqrt{D_{\mathrm N}/D_{\mathrm O}}$. The second is positive if $t_{\mathrm N}/t_{\mathrm O}>D_{\mathrm N}/D_{\mathrm O}$. Since $D_{\mathrm N}/D_{\mathrm O}<1$, its square root is the larger of the two limits, and there is a window
\begin{equation}
\frac{D_{\mathrm N}}{D_{\mathrm O}}<\frac{t_{\mathrm N}}{t_{\mathrm O}}<\sqrt{\frac{D_{\mathrm N}}{D_{\mathrm O}}}
\label{window}
\end{equation}
in which the brackets have opposite signs and trans wins at fourth order. There nitrogen gains less energy than oxygen but mixes more strongly with the metal. Above the window nitrogen leads in both respects, below it oxygen does, and at this order cis wins in both cases. At either edge $W_4$ vanishes and higher orders decide.

Two special cases lie outside the window. For equal hoppings $t$,
\begin{equation}
W_4=-4t^4\left(\frac1{D_{\mathrm N}}-\frac1{D_{\mathrm O}}\right)^2\left(\frac1{D_{\mathrm N}}+\frac1{D_{\mathrm O}}\right).
\end{equation}
For equal depths $D$, a limit of the model, $W_4=-4(t_{\mathrm N}^2-t_{\mathrm O}^2)^2/D^3$. Neither can be positive, and both vanish when the two ligands become identical.

Q: Give me numbers, and let me see how good the fourth order is.

A: Take round values: $D_{\mathrm N}=4.0$ and $D_{\mathrm O}=5.5$ eV, $t_{\mathrm N}=1.1$ and $t_{\mathrm O}=1.0$ eV. Then $a_{\mathrm N}=1.21/4.0=0.3025$ eV and $a_{\mathrm O}=1/5.5=0.1818$ eV, while $c_{\mathrm N}^2=0.07563$ and $c_{\mathrm O}^2=0.03306$. The common second-order energy is $-2(1.2100+1.4545)=-5.329$ eV. The splitting is
\begin{equation}
W_4=-4\times0.1207\times0.04257=-0.0206\ \text{eV}.
\end{equation}

The roots of (\ref{root}) are $x_0=0.65037$, $x_1=0.73650$ and $x_2=0.81873$ eV. Equation (\ref{exact}) then gives $2(1.46910-1.47300)=-0.0078$ eV, or $-0.75$ kJ/mol. Cis is still lower, but the fourth-order value is 2.6 times too large in magnitude compared with the full pi model.

Q: That is a poor approximation. Is something wrong with the formula?

A: No; the hopping is too strong for it. Keep one more term, $+x^2/D^3$, in the expansion of $1/(x+D)$, and put $T_n=n\,c_{\mathrm N}^2/D_{\mathrm N}+(4-n)\,c_{\mathrm O}^2/D_{\mathrm O}$. Then $x_n=S_n-x_nR_n+x_n^2T_n$. Inserting $x_n=S_n-S_nR_n$ in the second term and $x_n=S_n$ in the third gives the sixth-order part
\begin{equation}
y_n=S_nR_n^2+S_n^2T_n .
\end{equation}
For $n=0,1,2$ this is 0.02543, 0.05247 and 0.09252 eV. By (\ref{exact}) it contributes $2(0.11795-0.10494)=+0.026$ eV, which is more than the fourth-order term and has the opposite sign. Stopping at sixth order would even predict trans.

For weak hopping the formula does hold. A cluster of five $d$ and eighteen $p$ orbitals, built from the bond directions and diagonalized, gives a fourth-order coefficient of $-0.02055$ eV, the same as (\ref{w4}). With both hoppings reduced to 8\% of their values, halving them again lowers the splitting by a factor 15.90. Pure fourth order would give 16, and the sixth-order term just found accounts for the difference:
\begin{equation}
16\times\frac{1-1.267\times0.0064}{1-1.267\times0.0016}=15.90,
\end{equation}
where $1.267=0.02604/0.02055$. The same cluster confirms the window. For these depths and $t_{\mathrm O}=1.0$ eV it runs from $t_{\mathrm N}=0.727$ to 0.853 eV, and at 0.790 eV the fourth-order splitting is $+0.0006$ eV, in favour of trans. These are the fourth-order limits; at full strength the window moves to about 0.74 to 0.87 eV, and trans wins there by at most 0.0003 eV.

\section{Any coupling strength, and what the model leaves out}

Q: Let me collect what I have accepted. The filled $p$ levels lie $D_L$ below the empty $d$ level, $t_L$ is the pi hopping, $a_L=t_L^2/D_L$ and $c_L=t_L/D_L$. A $t_{2g}$ orbital with $n$ nitrogen neighbours has one empty level $x_n$, the positive root of
\begin{equation}
x=\frac{n\,t_{\mathrm N}^2}{x+D_{\mathrm N}}+\frac{(4-n)\,t_{\mathrm O}^2}{x+D_{\mathrm O}} .
\label{root2}
\end{equation}
The splitting is $E_{\rm cis}-E_{\rm trans}=2(x_0+x_2-2x_1)$. It vanishes at second order and equals $W_4=-4(a_{\mathrm N}-a_{\mathrm O})(c_{\mathrm N}^2-c_{\mathrm O}^2)$ at fourth. In your example $W_4$ is $-0.0206$ eV and the full pi value is $-0.0078$ eV. But sixth order had the opposite sign. How do I know that cis survives for other parameters?

A: For $t_{\mathrm N}\ge t_{\mathrm O}$ it can be proved without a series. Let $n$ vary continuously in (\ref{root2}). The splitting is negative if $x$, as a function of $n$, bends downward, for then $x_1$ lies above the mean of $x_0$ and $x_2$. Define
\begin{equation}
p=\frac1{x+D_{\mathrm N}},\quad q=\frac1{x+D_{\mathrm O}},\quad u=t_{\mathrm N}^2p,\quad v=t_{\mathrm O}^2q .
\end{equation}
The right side of (\ref{root2}) is $F(x,n)=nu+(4-n)v$. Since $dp/dx=-p^2$, we have $du/dx=-up$ and $d(up)/dx=-2up^2$, and likewise for $v$ and $q$. The partial derivatives are
\begin{align}
F_n&=u-v, & F_{nn}&=0, & F_{xn}&=-(up-vq),\nonumber\\
F_x&=-A, & A&=nup+(4-n)vq, &&\\
F_{xx}&=2B, & B&=nup^2+(4-n)vq^2. &&\nonumber
\end{align}
Differentiating $x=F(x,n)$ once with respect to $n$ gives $x'=-Ax'+u-v$, so
\begin{equation}
x'=\frac{u-v}{1+A}.
\end{equation}
Differentiating again gives $x''=2Bx'^2-2(up-vq)x'-Ax''$, and hence
\begin{equation}
x''=\frac{2x'}{(1+A)^2}\Big[(u-v)B-(up-vq)(1+A)\Big].
\end{equation}

Because $D_{\mathrm N}<D_{\mathrm O}$, $p>q$. With $t_{\mathrm N}\ge t_{\mathrm O}$ this gives $u>v$, and so $x'>0$. It remains to show that the bracket is negative. First,
\begin{equation}
up-vq=(u-v)p+v(p-q)>(u-v)p .
\end{equation}
Second, again from $p>q$,
\begin{equation}
p(1+A)=p+nup^2+(4-n)vqp>nup^2+(4-n)vq^2=B .
\end{equation}
Together they give $(up-vq)(1+A)>(u-v)p(1+A)>(u-v)B$. Hence $x''<0$, and cis is lower at every hopping strength. The condition $t_{\mathrm N}\ge t_{\mathrm O}$ is sufficient; I do not claim that it is necessary.

As a test, both arrangements were diagonalized for 400 parameter sets, with random $t_{\mathrm O}$ from 0.3 to 3 eV, $t_{\mathrm N}/t_{\mathrm O}$ from 1 to 2, $D_{\mathrm O}$ from 2 to 8 eV and $D_{\mathrm N}/D_{\mathrm O}$ from 0.2 to 0.95. Cis was lower in all of them.

For $t_{\mathrm N}\ge t_{\mathrm O}$, the pi model without ligand-ligand hopping puts cis below trans at every hopping strength, though in the example by only 0.0078 eV. What remains is the limit of very strong hopping, the effects the model leaves out, and whether the preference would be visible at growth temperature.

Numbers in the example were calculated in double precision.
